# London attraction between bulky precursor ligands from one mean excitation energy

Place two neutral, nonpolar ligands of neighbouring precursor molecules so far apart that their electron clouds do not overlap, and let each feel only the average charge density of the other. If the densities are spherical, the field outside each ligand is zero, and so is the interaction energy. The molecules then lack an attraction that they do have. Second-order perturbation theory restores it, but asks for every excitation of both ligands. Replacing each spectrum by one mean energy makes the result usable. It also raises two questions: how large is the error, and between which points should the distance be measured when a ligand is bulky?

Hartree atomic units are used unless another unit is given. Negative energy means attraction.

## 1. Two oscillators, no perturbation theory

Let each ligand be one charge $q$ of mass $m$, bound isotropically with frequency $\omega$ to a fixed opposite charge. A static field $F$ shifts the charge by $qF/(m\omega^2)$, so the polarizability is $\alpha=q^2/(m\omega^2)$.

Put the centre of B at $\mathbf R$ from that of A, and let $\mathbf a,\mathbf b$ be the displacements of the two moving charges. With $f(\mathbf x)=1/|\mathbf R+\mathbf x|$ the Coulomb coupling is

$$V=q_Aq_B\,[f(0)-f(\mathbf b)-f(-\mathbf a)+f(\mathbf b-\mathbf a)].$$

Expand to second order. The constant and linear terms cancel. With $h_{ij}=\partial_i\partial_j(1/R)$, the quadratic terms are

$$\tfrac12(\mathbf b-\mathbf a)h(\mathbf b-\mathbf a)-\tfrac12\mathbf b h\mathbf b-\tfrac12\mathbf a h\mathbf a=-\mathbf a h\mathbf b .$$

Since $h_{ij}=(3n_in_j-\delta_{ij})/R^3$ with $\mathbf n=\mathbf R/R$, choosing $z$ along $\mathbf R$ gives, for dipoles $\boldsymbol\mu=q_A\mathbf a$ and $\boldsymbol\mu'=q_B\mathbf b$,

$$V=\frac{\mu_x\mu'_x+\mu_y\mu'_y-2\mu_z\mu'_z}{R^3}. \tag{1}$$

The three directions separate, with coefficients $c=1,1,-2$. In the mass-weighted coordinate $Q=\sqrt m\,a$ a dipole component is $\mu=(q/\sqrt m)Q=\omega\sqrt\alpha\,Q$. The force-constant matrix for one direction is therefore

$$\begin{pmatrix}\omega_A^2&\kappa\\ \kappa&\omega_B^2\end{pmatrix},\qquad \kappa=\frac{c\,\omega_A\omega_B\sqrt{\alpha_A\alpha_B}}{R^3}.$$

Let its eigenvalues be $\lambda_1,\lambda_2$. Their sum is the trace and their product the determinant, so

$$\sqrt{\lambda_1}+\sqrt{\lambda_2}=\sqrt{\omega_A^2+\omega_B^2+2\sqrt{\omega_A^2\omega_B^2-\kappa^2}} .$$

For small $\kappa$ the inner root is $\omega_A\omega_B-\kappa^2/(2\omega_A\omega_B)$. The outer radicand becomes $(\omega_A+\omega_B)^2-\kappa^2/(\omega_A\omega_B)$, and the sum of frequencies is

$$\omega_A+\omega_B-\frac{\kappa^2}{2\omega_A\omega_B(\omega_A+\omega_B)} .$$

The zero-point energy is half this sum. Inserting $\kappa$ and adding the directions, with $\sum c^2=1+1+4=6$, gives

$$E=-\frac{6}{4}\,\frac{\alpha_A\alpha_B\,\omega_A\omega_B}{(\omega_A+\omega_B)R^6}
=-\frac32\,\frac{\alpha_A\alpha_B\,\omega_A\omega_B}{(\omega_A+\omega_B)R^6}. \tag{2}$$

**Test.** For $(\alpha,\omega)=(10,\,0.5)$ and $(8,\,0.6)$, the coefficient is $1.5\times10\times8\times0.30/1.1=32.73$. The zero-point energies of the dipole-coupled pair, without the expansion in $\kappa$, give 32.73 as well.

The step from Coulomb coupling to (1) needs its own test. For two Gaussian clouds of unit charge and unit variance per direction, (1) predicts $R^6\langle V^2\rangle=6$. The full Coulomb coupling gives 6.102 at 30 bohr and 6.025 at 60 bohr. The deviation falls by a factor close to four when $R$ doubles, as expected of a relative correction in $R^{-2}$.

## 2. Ligands with many excitations

Now let each ligand have any number of electrons. Neglecting overlap and exchange, the unperturbed states are products $|mn\rangle$, with excitation energies $\omega_m$ on A and $\omega_n$ on B. The second-order energy is

$$E^{(2)}=-\sum_{(m,n)\ne(0,0)}\frac{|\langle mn|V|00\rangle|^2}{\omega_m+\omega_n},\qquad \omega_0=0.$$

Terms with only one ligand excited are induction: a permanent charge distribution polarizes its partner. Terms with both excited are dispersion, treated here. Permanent charges, dipoles or higher multipoles also give first-order and induction energies, which must be added. Two neutral, nonpolar ligands with permanent quadrupoles, for example, can have a first-order energy that falls only as $R^{-5}$ at fixed orientation. The leading double excitation remains dipole-dipole, because a net charge multiplies an operator that acts on the other ligand alone and cannot excite both.

Write (1) as $V=\sum_{ij}T_{ij}D_iD'_j/R^3$, with $T=\mathrm{diag}(1,1,-2)$ and $D,D'$ the total dipole operators. For real transition dipoles $\mathbf d^m$ and $\mathbf d^n$,

$$|\langle mn|V|00\rangle|^2=\frac1{R^6}\sum_{ijkl}T_{ij}T_{kl}\,d^m_id^m_k\,d^n_jd^n_l .$$

If the ligand is isotropic, summing over a degenerate level turns $d_id_k$ into $s\,\delta_{ik}$. If it is not, averaging over independent rotations does the same, with $s=|\mathbf d|^2/3$. What remains is $\sum_{ij}T_{ij}^2=6$, so

$$E=-\frac{C_6}{R^6},\qquad C_6=6\sum_{mn}\frac{s_ms_n}{\omega_m+\omega_n}. \tag{3}$$

The sixth power thus comes from two factors of the dipole coupling, before any mean energy enters. The orientation average was tested by explicitly rotating two anisotropic sets of transition dipoles. For ligands locked in correlated orientations, that average is not available.

**Limit.** One oscillator has a single dipole transition from its ground state, of strength $s=q^2/(2m\omega)=\alpha\omega/2$. Then (3) gives $6(\alpha_A\omega_A/2)(\alpha_B\omega_B/2)/(\omega_A+\omega_B)$, which is the coefficient in (2).

## 3. One mean energy per ligand

To define the mean energy without adjustment, use two ground-state properties. A static field adds $-FD_z$ to the Hamiltonian and lowers the energy by $F^2\sum_m s_m/\omega_m$. Comparing with $\tfrac12\alpha F^2$ gives

$$\alpha=2\sum_m\frac{s_m}{\omega_m}. \tag{4}$$

Completeness of the states gives the variance of one dipole component, averaged over directions if necessary:

$$S=\sum_{m\neq0}s_m=\langle D_z^2\rangle-\langle D_z\rangle^2 . \tag{5}$$

If all excitations had one energy $U$, (4) would read $\alpha=2S/U$. This fixes

$$U=\frac{2S}{\alpha}. \tag{6}$$

It is the harmonic mean of the excitation energies, weighted by $s_m$. Replace $\omega_m+\omega_n$ in (3) by $U_A+U_B$. The two sums become $S_AS_B$, and $S=\alpha U/2$ gives

$$C_6^{\rm L}=\frac{6S_AS_B}{U_A+U_B}=\frac32\,\alpha_A\alpha_B\,\frac{U_AU_B}{U_A+U_B}. \tag{7}$$

This is London's formula. The mean energies change the coefficient and leave the power alone.

**Limit.** Let B respond much faster than A, $U_B\gg U_A$. Then $C_6^{\rm L}\to\frac32\alpha_A\alpha_BU_A=3\alpha_BS_A$. The same follows from a direct picture. By (1), the fluctuating dipole of A produces at B a field with mean square $(1+1+4)S_A/R^6$. If B follows this field at once, its energy is $-\tfrac12\alpha_B\cdot6S_A/R^6=-3\alpha_BS_A/R^6$. The attraction is then the polarization of one ligand by the dipole fluctuations of the other.

## 4. The error of the mean energy

The replacement has a definite sign of error. Put $x=1/\omega_m$ and $y=1/\omega_n$, so that $1/(\omega_m+\omega_n)=xy/(x+y)$. With weights $s_m/S$, (4) and (6) give the averages $\langle x\rangle=X=1/U_A$ and $\langle y\rangle=Y=1/U_B$.

The tangent plane to $xy/(x+y)$ at $(X,Y)$ is $(Y^2x+X^2y)/(X+Y)^2$. Subtract the function and use the common denominator $(X+Y)^2(x+y)$. The numerator is

$$(Y^2x+X^2y)(x+y)-xy(X+Y)^2
=Y^2x^2+X^2y^2-2XYxy=(xY-yX)^2,$$

because the terms $xy(X^2+Y^2)$ cancel. Now average over both spectra. The tangent plane is linear, so its average is its value at $(X,Y)$, namely $XY/(X+Y)=1/(U_A+U_B)$. Hence

$$C_6^{\rm L}-C_6=6S_AS_B\left\langle\frac{(xY-yX)^2}{(X+Y)^2(x+y)}\right\rangle\ge0. \tag{8}$$

London's coefficient with the mean (6) is an upper bound to the sum (3). Equality requires $xY=yX$ for every pair of dipole-active excitations. Holding $y$ fixed shows that all $x$ are then equal, and likewise all $y$: each ligand must have one dipole-active energy.

A lower bound follows from the arithmetic mean $W=\sum_m s_m\omega_m/S$. With $t=\omega_m+\omega_n$ and $t_0=W_A+W_B$,

$$\frac1t-\left(\frac1{t_0}-\frac{t-t_0}{t_0^2}\right)=\frac{(t-t_0)^2}{t\,t_0^2}\ge0 .$$

The linear term averages to zero, so

$$\frac{6S_AS_B}{W_A+W_B}\le C_6\le C_6^{\rm L}. \tag{9}$$

For $N$ electrons in a local potential, $W$ needs no spectrum. Inserting a complete set of states gives $\langle[D_z,[H,D_z]]\rangle=2\sum_m s_m\omega_m$. The kinetic energy alone fails to commute with $D_z$, and the double commutator equals 1 per electron. Thus $\sum_m s_m\omega_m=N/2$ and $W=N/(2S)$.

**Test on anharmonic spectra.** Take one electron in each of two wells $-1/\sqrt{r^2+a^2}$, with $a=1$ and $a=2$ bohr. Solving the radial problem on a grid of spacing 0.04 bohr, which leaves each $\alpha$ low by 0.01 and the three $C_6$ values quoted afterwards low by about 0.1, gives

- $a=1$: $\alpha=31.75$, $S=2.746$, $U=0.173$, $W=0.182$;
- $a=2$: $\alpha=98.26$, $S=4.875$, $U=0.099$, $W=0.103$.

The sum rule is met: $1/(2\times2.746)=0.182$. The double sum (3) gives $C_6=291.3$, between the lower bound 282.1 and London's 295.1. London's value is 1.3 % above the sum, and the excess agrees with (8). This small figure belongs to two narrow one-electron spectra. Ligands with many electrons have broader spectra, and their excess can be several times larger.

## 5. A bulky ligand

Equation (7) treats a ligand as a point at its centre. To see what bulk does, build each ligand from a central group and four outer groups at the corners of a tetrahedron with edge 6 bohr, so that each outer group is 3.67 bohr from the centre. Every group is an isotropic oscillator, and all groups, within and between ligands, are coupled by point dipoles. The round parameters $(\alpha,\omega)$ are

- ligand A: outer groups $(10,\,0.5)$, centre $(4,\,1.0)$;
- ligand B: outer groups $(8,\,0.6)$, centre $(6,\,0.4)$.

Tetrahedral symmetry makes each ligand's polarizability isotropic. Coupling inside the ligand raises it from the sum of group values, 44 to 46.04 for A and 38 to 40.33 for B. The dipole variances are $S_A=12.227$ and $S_B=11.004$. Equation (6) then gives

$$U_A=\frac{2\times12.227}{46.04}=0.531,\qquad U_B=\frac{2\times11.004}{40.33}=0.546,$$

and London's coefficient is

$$C_6^{\rm L}=1.5\times46.04\times40.33\times\frac{0.5312\times0.5457}{0.5312+0.5457}\approx750 .$$

The double sum gives 731, so the single mean energy costs 2.6 % relative to it. With $W_A=0.572$ and $W_B=0.567$, the lower bound is 708.

**Test at large distance.** Extrapolating the full zero-point energies to infinite $R$ also gives 731, without use of (3). The ligands were separated along a fourfold rotation-reflection axis. That operation maps each ligand onto itself and reverses $\mathbf R$. A second-order term in $R^{-p}$ has parity $(-1)^p$ in $\mathbf R$, so odd powers vanish and the first correction is in $R^{-8}$.

## 6. Approaching contact

The sign of the size correction can be found by treating the ligands as sets of groups that attract pairwise. A pair is separated by $\mathbf R+\mathbf x$, where $\mathbf x$ is the difference of the group positions measured from their own centres. Average over pairs, weighted by their coefficients. In this geometry $\langle\mathbf x\rangle=0$ and $\langle x_ix_j\rangle=\delta_{ij}\langle x^2\rangle/3$. Since $\nabla^2R^{-6}=(-6)(-5)R^{-8}=30R^{-8}$,

$$\left\langle|\mathbf R+\mathbf x|^{-6}\right\rangle\approx R^{-6}+\frac{\langle x^2\rangle}{6}\,\frac{30}{R^8}
=R^{-6}\left(1+\frac{5\langle x^2\rangle}{R^2}\right). \tag{10}$$

Near pairs gain more than far pairs lose, so in the pair picture the one-centre law underestimates the attraction at this order. Along the axis used here the coupled model agrees in sign, with a relative correction of about $103/R^2$ against $118/R^2$ from (10), $R$ in bohr. Along a threefold axis the coupled model also has a term in $R^{-7}$ that the pair picture lacks. Its relative size is about $+2.2/R$ when two corners face each other, and by parity it changes sign when two faces do. The correction is small only when $R^2\gg5\langle x^2\rangle$, a stronger demand than $R$ merely exceeding the ligand size.

The energies of the two approximations, divided by that of the full oscillator model, are:

| $R$ (bohr) | one-centre London | group pairs |
|---:|---:|---:|
| 10 | 0.55 | 1.03 |
| 15 | 0.70 | 0.99 |
| 20 | 0.81 | 0.97 |
| 30 | 0.92 | 0.95 |
| 60 | 0.997 | 0.94 |

At $R=10$ bohr the closest groups are 7.15 bohr apart. The one-centre formula gives

$$-\frac{749.7}{10^6}=-7.50\times10^{-4}\ \text{hartree}=-1.97\ \text{kJ/mol},$$

while the full model gives $-1.372\times10^{-3}$ hartree, or $-3.60$ kJ/mol. Nearly half the attraction is missing. Applying (2) to each of the 25 group pairs and adding gives $-3.72$ kJ/mol.

The near agreement at 60 bohr needs care. London's coefficient is 2.6 % too high, whereas neglecting the ligand size makes the attraction too weak. The two errors nearly cancel there. At still larger $R$ the size correction dies out, and in this model, with its instantaneous coupling, the ratio must tend to $749.7/730.8=1.026$. An upper bound to $C_6$ is therefore no upper bound to the attraction at finite distance.

The group-pair sum errs differently. Its total coefficient is 686, or 6 % below 731, because it omits the coupling between groups of the same ligand. At $R=10$ bohr in this orientation it is 3 % too attractive instead. With a corner of each tetrahedron pointing at the other ligand it is 17 to 19 % too weak from 11 to 15 bohr, and it can be weaker still when groups come within about 3.5 bohr, where the point-dipole model approaches instability. Its small error near 12 to 15 bohr accompanies this change of sign and is no measure of its general accuracy.

The local power, $-d\ln|E|/d\ln R$, is 6.06 at 60 bohr, 6.63 at 12 bohr and 6.41 at 10 bohr, so it passes through a maximum. Geometry permits such a maximum. For a group pair with axial separation $Z=R-\ell$ and fixed, nonzero sideways offset $L$, where $\ell$ is the axial part of the groups' positions,

$$-\frac{d\ln(Z^2+L^2)^{-3}}{d\ln R}=\frac{6RZ}{Z^2+L^2}.$$

For facing groups $\ell>0$. This power approaches 6 from above at large $R$ and falls towards zero as $Z\to0$. That this accounts for the whole drop in the full model is a conjecture. An effective power fitted near contact would in any case describe the arrangement of the groups, not a new force law.

## 7. Where the formula may be used

For two bulky ligands far apart, (7) applies with the whole ligand's $\alpha$ and $U$, provided that each ligand is isotropic or that the energy is averaged over independent rotations. For symmetric ligands like those of section 5, $R$ is the distance between their centres. For a lopsided ligand at fixed orientation, the group picture of section 6 suggests measuring from the point that makes $\langle\mathbf x\rangle$ vanish, which need not be the geometric centre. This choice removes the $R^{-7}$ term of the pair sum only; the coupled model can keep one, as it does for the tetrahedral ligands along a threefold axis. An anisotropic ligand at fixed orientation also needs a coefficient that depends on direction. Near contact, (2) is better applied between smaller groups, as an approximation that leaves out their mutual coupling. Two ligands bound to the same metal atom are not separate systems, since electrons are shared through the metal. A group-pair sum between their nonbonded parts is then a model, not a consequence of the derivation.

The full energies above are complete only within the point-dipole oscillator model. Real groups in contact also repel, their clouds overlap, and the dipole form (1) loses its basis there. At the other end, the Coulomb coupling was taken as instantaneous. This requires $R$ to be small against $c/U$, about 260 bohr for ligand A. For this pair retardation already weakens the attraction by 1.4 % at 60 bohr, 5 % at 130 bohr and 14 % at 260 bohr, while the size correction is still 3 % at 60 bohr. The inverse sixth power therefore belongs to a window: well beyond the size of the fragments, and well within the retardation length. The numerical output lists the energies in hartree at the distances of the table in section 6 and at 12 bohr.

## Numbers as computed

```
Coulomb variance times R^6, R=30 bohr: 6.10185 a.u.
Coulomb variance times R^6, R=60 bohr: 6.02511 a.u.
Single oscillators, C6 from energy: 32.7273 a.u.
Single oscillators, C6 London: 32.7273 a.u.
Electron, softening 1 bohr: alpha=31.752, S=2.7457, U=0.1729, W=0.1821 a.u.
Electron, softening 2 bohr: alpha=98.261, S=4.8746, U=0.0992, W=0.1026 a.u.
Electron pair C6: lower=282.118, sum=291.289, London=295.065 a.u.
Electron pair London excess: 1.30 percent
Ligand tetrahedron edge: 6.0 bohr
Centre to outer group: 3.6742 bohr
Ligand A centre: alpha=4.0, frequency=1.00 a.u.
Ligand A outer groups: alpha=10.0, frequency=0.50 a.u.
Ligand A sum of group alphas: 44.0 a.u.
Ligand A: alpha=46.0398, S=12.2273, U=0.53116, W=0.57249 a.u.
Ligand B centre: alpha=6.0, frequency=0.40 a.u.
Ligand B outer groups: alpha=8.0, frequency=0.60 a.u.
Ligand B sum of group alphas: 38.0 a.u.
Ligand B: alpha=40.3289, S=11.0044, U=0.54573, W=0.56705 a.u.
Ligand C6 lower bound: 708.466 a.u.
Ligand C6 double sum: 730.810 a.u.
Ligand C6 London: 749.677 a.u.
Ligand C6 from large-R energies: 730.803 a.u.
Ligand London excess: 2.582 percent
Sum of group-pair C6 values: 685.922 a.u.
Closest groups at R=10 bohr: 7.152 bohr
Retardation length c/U, ligand A: 258 bohr
Energies in hartree: full model, one-centre London, group pairs
R=10 bohr: -1.3724e-03, -7.4968e-04, -1.4155e-03; local power 6.406
  ratios to full: London 0.5462, pairs 1.0314
R=12 bohr: -4.1608e-04, -2.5107e-04, -4.2073e-04; local power 6.632
  ratios to full: London 0.6034, pairs 1.0112
R=15 bohr: -9.4606e-05, -6.5815e-05, -9.3714e-05; local power 6.609
  ratios to full: London 0.6957, pairs 0.9906
R=20 bohr: -1.4487e-05, -1.1714e-05, -1.4062e-05; local power 6.430
  ratios to full: London 0.8085, pairs 0.9707
R=30 bohr: -1.1202e-06, -1.0284e-06, -1.0684e-06; local power 6.215
  ratios to full: London 0.9180, pairs 0.9538
R=60 bohr: -1.6115e-08, -1.6068e-08, -1.5188e-08; local power 6.056
  ratios to full: London 0.9971, pairs 0.9425
Full model at R=10 bohr: -3.603 kJ/mol
One-centre London at R=10 bohr: -1.968 kJ/mol
Group pairs at R=10 bohr: -3.716 kJ/mol
```
